\section*{Second-layer nucleation on islands with a strong step-edge barrier, part 2}

A round island, one atomic layer high and of radius $R$, lies on a flat crystal surface under a steady atomic beam. We want the rate $\omega$ at which adatoms on top form the first nucleus of the next layer. The largest unstable cluster has $i$ atoms, so a nucleus needs $i+1$.

The flux $F$ is the number of atoms arriving per site and second, quoted in monolayers per second (ML/s). With $s$ sites per area, the island has $N=\pi R^2s$ sites and receives atoms at the rate $\Phi=\pi R^2sF$. On a triangular lattice of spacing $a$, adatoms hop at the rate $\Gamma$ per direction, with $D=3\Gamma a^2/2$. They descend at the rate $\Gamma'$ through each outward bond, one that leads beyond the edge. All outward bonds are taken as equal, which gives the descent velocity $\kappa=6a\Gamma'/\pi$. The printed output calls $\Gamma'/\Gamma$ alpha.

The mean residence time on top is $\tau=R/(2\kappa)+R^2/(8D)$. For a strong barrier, $\kappa R/(4D)\ll1$, the diffusion term $R^2/(8D)$ is negligible and $\tau\simeq R/(2\kappa)$. The mean number of adatoms on top is $\bar n=\Phi\tau$. For a strong barrier, $\bar n\ll1$ and the premise that nucleation is certain once $i+1$ adatoms coexist,
\begin{equation}
\omega\simeq\frac{\Phi\bar n^{\,i}}{i!}=W R^{3i+2},\qquad
W=\frac{(\pi sF)^{i+1}}{i!\,(2\kappa)^i}.
\label{eq:W}
\end{equation}
To first order, finite occupancy lowers $\omega$ by the relative amount $(1+1/i)\bar n$.

The example uses rough, platinum-like values: $i=1$, $R=10$ nm, $a=0.28$ nm, $N=4627$, $F=0.01$ ML/s, $T=300$ K and $k_BT=0.02585$ eV. The attempt rate is $10^{13}$ s$^{-1}$, the terrace barrier 0.26 eV and the additional barrier at the edge 0.20 eV. These give $\Gamma=4.29\times10^8$ s$^{-1}$, $\Gamma'=1.87\times10^5$ s$^{-1}$, $\kappa=1.00\times10^5$ nm/s, $\tau=5.0\times10^{-5}$ s, $\Phi=46.3$ s$^{-1}$, $\bar n=2.3\times10^{-3}$ and $\omega=0.107$ s$^{-1}$.

\subsection{Do two adatoms meet before one leaves?}

Let $t_2$ be the mean time in which two adatoms meet on an island that neither can leave. Its order of magnitude follows from their relative motion, which has the diffusion constant $2D$. Replace the problem by a single particle that diffuses in a disc of radius $b$, with $\pi b^2=N/s$, until it touches a target of radius about $a$ at the centre. The outer rim reflects. The mean time $t(r)$ to reach the target from distance $r$ obeys
\begin{equation}
\frac{2D}{r}\frac{d}{dr}\left(r\frac{dt}{dr}\right)=-1,\qquad t(a)=0,\quad t'(b)=0 .
\end{equation}
The first integration, with the condition at $b$, gives $r\,t'=(b^2-r^2)/(4D)$. The second gives
\begin{equation}
t(r)=\frac1{4D}\left[b^2\ln\frac ra-\frac{r^2-a^2}{2}\right].
\end{equation}
Over a disc with $b\gg a$, the average of $\ln(r/a)$ is $\ln(b/a)-\frac12$ and the average of $r^2/2$ is $b^2/4$. Hence
\begin{equation}
t_2\simeq\frac{b^2}{4D}\left[\ln\frac ba-\frac34\right].
\label{eq:t2}
\end{equation}
With $b^2=\sqrt3Na^2/(2\pi)$ and $4D=6\Gamma a^2$, the prefactor is $\sqrt3N/(12\pi\Gamma)$. Since $\ln(b/a)=\frac12\ln N$ plus a constant, the leading term is
\begin{equation}
t_2\simeq\frac{\sqrt3}{24\pi}\,\frac{N\ln N}{\Gamma}.
\label{eq:t2N}
\end{equation}
The constant that accompanies the logarithm depends on the lattice and on the island edge, which this estimate does not describe. It was therefore fitted, together with a correction to $t_2/N$ proportional to $1/\sqrt N$, to solutions of the two-walker equations on closed hexagonal islands of 37 to 127 sites, where meeting means sharing a site. The resulting formula was tested on an island of 271 sites, where it gives 0.998 times the directly computed time. Extrapolated to the 4627 sites of the example, it yields $t_2\approx2.9\times10^{-6}$ s.

Two adatoms together lose one of their number at the rate $2/\tau$. If meeting is treated as a process with the constant rate $1/t_2$, the probability that it comes first is
\begin{equation}
P_2=\frac{1/t_2}{1/t_2+2/\tau}=\frac{1}{1+2t_2/\tau}.
\label{eq:P2}
\end{equation}
On an island of 127 sites with $\Gamma'/\Gamma=0.004$, the full two-walker equations give 0.894 and this estimate gives 0.895. For the example,
\begin{equation}
P_2\approx\frac{1}{1+2\times2.9\times10^{-6}/(5.0\times10^{-5})}\approx0.90 ,
\end{equation}
so about one coexisting pair in ten separates without meeting. Atoms that bind on neighbouring sites need not share a site, so they meet no later than assumed here, and within this estimate the loss is on the high side. On the island of 127 sites it falls from 0.106 to 0.057 when neighbouring sites count as meeting.

With $b=R$, Eq.~(\ref{eq:t2}) shows how the premise depends on size:
\begin{equation}
\frac{2t_2}{\tau}\simeq\frac{\kappa R}{D}\left[\ln\frac Ra+\mathrm{const}\right].
\label{eq:ratio}
\end{equation}
Apart from the logarithm and a numerical factor, this is the strong-barrier parameter. For $i=1$ a sufficiently strong barrier therefore secures both $\tau\propto R$ and certain meeting. Because the logarithm makes the ratio grow slightly faster than $R$, missed encounters lower the local exponent of $R$ by slightly more than $1-P_2$, or about 0.12 in the example.

The law for $i=1$ was also tested without assuming that atoms meet. The rate was calculated from the steady adatom density, a second atom landing at random, and the computed probability that the two share a site before either descends. For hexagonal islands of 61 and 217 sites with $\Gamma'/\Gamma=10^{-6}$, the exponent of $R$ is 4.998, where $R$ is the radius of the disc of equal area. On the larger island the rate is 0.99996 times $\Phi^2\tau$.

\subsection{Three or more unbound adatoms}

For $i\ge2$ the premise asks for much more. If smaller clusters fall apart at once, all $i+1$ adatoms must come together at the same time. When the atoms are spread uniformly over $N$ sites, the probability that all of them share one site is $N^{-i}$: the first atom may be anywhere, and each of the others must be where the first is. The relative motion of $i+1$ walkers takes place in $2i$ dimensions. For $i\ge2$ this is at least four, and a random walk in so many dimensions returns to its starting point a finite mean number of times on an unlimited lattice. No logarithm arises, and the meeting time scales as
\begin{equation}
t_{i+1}\sim\frac{N^i}{\Gamma}\qquad(i\ge2).
\label{eq:tmany}
\end{equation}
For three walkers on periodic lattices of 256 and 1024 sites the computed exponent of $N$ is 2.002.

With the prefactor from the larger periodic lattice, three unbound adatoms on the example's island would need about $3\times10^{-3}$ s to share one site, which is some 60 residence times. A closed edge lengthens this time somewhat: on hexagons of 37 and 61 sites the prefactor is larger by about 30\,\% and 20\,\%. Real atoms bind on neighbouring sites. On periodic lattices this larger target shortens the time by a factor of roughly 7 to 12 if a compact triangle counts as a nucleus and of roughly 21 to 25 if any connected group of three does. The lower values hold when two atoms cannot occupy the same site. Even then, an island with the same hop rates but $i=2$ and no attraction between adatoms would violate the premise. The ratio $t_3/\tau$ grows as $R^4/R=R^3$. Three atoms lose one at the rate $3/\tau$, so the relevant ratio is $3t_3/\tau$, about 190 at 10 nm for a shared site and roughly 8 to 27 for neighbouring sites. Since it grows as $R^3$, it falls to 1 at a little under 2 nm in the first case and at roughly 3 to 5 nm in the second. Certain meeting would require islands well below these sizes. An attraction that holds pairs together for a while can be expected to make the condition easier to meet, but its effect is not calculated here.

When meeting is rare, a different radius law follows. The state with $i+1$ adatoms is reached at the rate $\Phi\bar n^{\,i}/i!$ and lasts for about $\tau/(i+1)$. The chance of meeting in that time is $\tau/[(i+1)t_{i+1}]$, and
\begin{equation}
\omega\simeq\frac{\Phi\bar n^{\,i}}{i!}\,\frac{\tau}{(i+1)\,t_{i+1}}
\propto F^{i+1}\,\frac{R^{3i+2}\,R}{R^{2i}}=F^{i+1}R^{i+3}
\qquad(i\ge2).
\label{eq:rare}
\end{equation}
The same powers come from a density argument. The occupation of a site is $F\tau\propto FR$, a nucleus needs $i+1$ atoms at one place, and the number of places grows as $R^2$, so that $\omega\propto R^2(FR)^{i+1}$. The power of the flux is the same in both regimes, and the power of the radius distinguishes them: for $i=2$ it is 8 if coexistence suffices and 5 if meeting is rare.

\subsection{Nucleation on a growing island}

In an experiment the island grows while the second layer waits for its first nucleus. Let each island collect all the atoms that land within an area $\pi L^2$ around its centre, including those that land on top and descend. Nearly all of the latter do descend as long as $\bar n\ll1$ and no nucleus exists. The number of island sites then grows as $d(\pi R^2s)/dt=\pi L^2sF$. Starting from zero size,
\begin{equation}
R^2=L^2Ft,\qquad dt=\frac{2R\,dR}{L^2F}.
\label{eq:growth}
\end{equation}
The rate $\omega$ may be evaluated at the current radius if $R$ hardly changes during one residence time. From Eq.~(\ref{eq:growth}) the relative change of $R$ in the time $\tau$ is $L^2F\tau/(2R^2)$. With $L=30$ nm this is about $2\times10^{-6}$ in the example.

The probability $Q$ that no nucleus has formed obeys $dQ/dt=-\omega Q$, so
\begin{align}
-\ln Q&=\int\omega\,dt
=\frac{2W}{L^2F}\int_0^R x^{3i+3}\,dx\nonumber\\
&=\frac{2W}{(3i+4)L^2F}\,R^{3i+4}
=\left(\frac{R}{R_c}\right)^{3i+4}.
\label{eq:Q}
\end{align}
The last step defines the critical radius,
\begin{equation}
R_c^{\,3i+4}=\frac{(3i+4)L^2F}{2W}
=\frac{(3i+4)\,i!\,(2\kappa)^iL^2F}{2(\pi sF)^{i+1}} .
\label{eq:Rc}
\end{equation}
The fraction of islands that carry a second layer is
\begin{equation}
f=1-\exp\left[-\left(\frac{R}{R_c}\right)^{3i+4}\right].
\label{eq:f}
\end{equation}
At $R=R_c$ this fraction is $1-e^{-1}$, or 63\,\%. For $i=1$ the exponent is 7, and at $0.8R_c$ the fraction is about 19\,\%.

For $i=1$ Eq.~(\ref{eq:Rc}) reduces to
\begin{equation}
R_c^7=\frac{7\kappa L^2}{\pi^2s^2F}.
\label{eq:Rc1}
\end{equation}
The example has $s=4627/(\pi\times100\ \mathrm{nm^2})=14.7$ nm$^{-2}$, and therefore
\begin{equation}
R_c^7=\frac{7\times1.00\times10^5\times900}{\pi^2\times14.7^2\times0.01}\ \mathrm{nm^7}
\approx2.9\times10^7\ \mathrm{nm^7},\qquad R_c\approx11.7\ \mathrm{nm}.
\end{equation}
The island reaches this size after $R_c^2/(L^2F)\approx15$ s, when 0.15 ML has been deposited.

Integration of the master equation on a growing island tests Eq.~(\ref{eq:Q}). For $i=1$ it gives $-\ln Q=0.2092$ at $0.8R_c$, where the law gives 0.2097, and 0.9949 at $R_c$, where the law gives 1. The deficit at $R_c$ is the finite-occupancy correction. For $i=1$ the rate is lowered by the relative amount $2\bar n\propto R^3$. Weighting this with the integrand of Eq.~(\ref{eq:Q}), which is proportional to $R^6$, gives a mean reduction of $2\bar n(R_c)\times7/10$. With $\bar n(R_c)=2.3\times10^{-3}\times1.167^3\approx3.7\times10^{-3}$ this is 0.005, as found. For $i=2$, with the same parameters and certain meeting imposed, the integration gives 0.969 at $R_c$.

\subsection{What the critical radius means for mounds}

If $R_c$ is smaller than the radius at which neighbouring islands merge, roughly $L$, most islands receive a second layer before the first is complete. The second-layer island then collects adatoms from the terrace around it, and its own top can be the site of the next nucleation. Repetition of this process builds a mound. If $R_c$ is well above $L$, the layer closes first. The rate derived here applies to the first nucleus on each top terrace. Once a nucleus exists it captures adatoms, so they no longer wait for $\tau$, and Eq.~(\ref{eq:growth}) must be replaced for the upper layers.

For $i=1$ the amount deposited at onset, in monolayers, is
\begin{equation}
\theta_c=\left(\frac{R_c}{L}\right)^2
=\left(\frac{7\kappa}{\pi^2s^2F\,L^5}\right)^{2/7}.
\label{eq:theta}
\end{equation}
At fixed $L$ and temperature, a tenfold lower flux raises $R_c$ by the factor $10^{1/7}\approx1.4$. In a real deposition $L$ also depends on the flux, because it is set by nucleation in the first layer. A rule for smooth growth therefore needs both dependences, and Eq.~(\ref{eq:theta}) supplies one of them.

\subsection{Effects left out, sized for the example}

Three corrections follow from the formulas above. For $i=1$ the rate is proportional to $\tau$, so the diffusion term raises it by 0.5\,\%. Missed encounters lower it by about 10\,\% if meeting means sharing a site, and by less if neighbouring sites suffice. Finite occupancy lowers it by 0.5\,\%. With the 10\,\% value, the three corrections together change $\omega$ from 0.107 to 0.096 s$^{-1}$.

A pair can also break up. With a rough bond energy of 0.5 eV, each of the two atoms has three hops that separate it from its partner, and the total breakup rate is $6\Gamma e^{-0.5/0.02585}\approx10$ s$^{-1}$. A third atom arrives at the rate $\Phi=46$ s$^{-1}$ and is assumed to make the cluster safe. Most separated pairs meet again. If the chance that they do not is taken as $1-P_2\approx0.105$, the fraction of nuclei lost is
\begin{equation}
\frac{0.105\times10}{0.105\times10+46}\approx0.02 .
\end{equation}
This is an overestimate, because the atoms of a pair that has just separated are still close together and are more likely to meet again than two atoms placed at random. For the assumed bond energy the choice $i=1$ is therefore consistent at 300 K. The breakup rate rises steeply with temperature, so the choice must be examined again for hotter surfaces.

The shape of a compact island matters moderately if all outward bonds are equal. Compared with a disc of the same area, a hexagon with close-packed edges holds its adatoms about 5\,\% longer, while the residence time is about 8\,\% shorter on a hexagon turned by $30^\circ$ and about 13\,\% shorter on a triangle with close-packed edges. Unequal bonds matter more. If 1\,\% of the outward bonds have a barrier lower by 0.1 eV, they are faster by the factor $e^{0.1/0.02585}\approx48$. The mean descent rate is then multiplied by $1+0.01\times47=1.47$, and $\omega$ falls to 0.68 of its value. The rate is also sensitive to the additional barrier at the edge. In Eq.~(\ref{eq:W}), raising it by 0.03 eV multiplies $\omega$ by 3.2. The same change of the terrace barrier has the same effect there, because $\kappa$ depends on the sum of the two barriers. A higher edge barrier also makes missed encounters rarer, which adds a little to its effect. The critical radius responds weakly, because $R_c\propto\kappa^{1/7}$ at fixed $L$ and $F$: it shrinks by the factor $3.2^{-1/7}\approx0.85$.

\subsection{The model beside a real platinum surface}

The barriers, the attempt rate and the flux are rough values, and the results inherit their uncertainty. The edge barrier is the critical one. Values reported for clean Pt(111) steps scatter widely and are often near 0.1 eV, below the 0.20 eV used here. At $R=10$ nm a barrier of 0.12 eV gives $\kappa R/(4D)=0.11$ and $P_2\approx0.3$, and 0.08 eV gives $\kappa R/(4D)\approx0.5$, so that certain meeting fails and the $R^5$ law does not apply. A compact island also needs fast motion along its edge. In the example about two atoms arrive per edge site and second, which outpaces edge hopping at 300 K if its barrier is 0.8 eV or more, and platinum islands grown at this temperature are commonly ramified rather than round. The collection radius $L=30$ nm was chosen, not derived from first-layer nucleation. If it were half as large, with all else fixed, $R_c$ would shrink by the factor $2^{-2/7}\approx0.82$ to about 9.6 nm and would still lie below $L$. A real surface also departs from the assumption of a uniform edge: real steps have kinks, corners and segments of different orientation, each with its own descent barrier. The 1\,\% example above shows that a few easy sites can lower the rate by a third, and a larger share would lower it further. Motion of whole pairs, which could carry a nucleus to the edge, is not included and has not been sized. The three corrections to $\omega$ sized above would raise the calculated 11.7 nm by up to about 0.2 nm. The result is thus a model value for the onset of the second layer, and it should not be read as a measured property of platinum. The numerical output printed after this text lists most of the values used here with more digits.

\section*{Computed results}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV, flux F = 0.01 ML/s
terrace barrier 0.26 eV, extra step barrier 0.2 eV
attempt rate 1e+13 1/s, dimer bond 0.5 eV (rough)
site spacing 0.28 nm, island radius R = 10.0 nm, L = 30.0 nm
R/a = 35.71, sites on island = 4627
hop rate per direction Gamma = 4.287e+08 1/s
descent ratio alpha = 4.367e-04, Gamma' = 1.872e+05 1/s
D = 5.042e+07 nm^2/s, kappa = 1.001e+05 nm/s
strong-barrier parameter kappa R/(4D) = 0.00496
residence time R/(2 kappa) = 4.9943e-05 s
residence time with diffusion term = 5.0190e-05 s
residence time from lattice disc = 4.9996e-05 s
slowest decay rate times residence time = 1.0000
lattice exponent of tau in R (10a to 60a) = 0.9933
tau*Gamma, R=30a, alpha=0.05: lattice 228.8, formula 232.1
arrival rate Phi = 46.270 1/s, occupancy = 2.3109e-03
nucleation rate omega (i=1) = 0.1069 1/s
  R =  5.0 nm: occupancy 2.889e-04, omega 3.341e-03 1/s
  R = 10.0 nm: occupancy 2.311e-03, omega 1.069e-01 1/s
  R = 15.0 nm: occupancy 7.799e-03, omega 8.120e-01 1/s
master equation i=1: exponent of F 2.0000, of R 5.0000
master equation i=2: exponent of F 3.0000, of R 8.0000
master equation i=3: exponent of F 4.0000, of R 11.0000
two-walker lattice exponent of R (i=1) = 4.9976
two-walker rate / (Phi^2 tau) = 0.99996
meeting probability, 127 sites, alpha=0.004: exact 0.8943, estimate 0.8954
pair time fit / direct value at 271 sites = 0.9980
exponent of three-walker meeting time in N = 2.0017
example: pair meeting time = 2.921e-06 s, probability = 0.8953
example: three unbound atoms meet in about 3.12e-03 s, 62.5 tau
critical radius R_c (i=1) = 11.67 nm
coverage at R_c = 0.1513 ML, time = 15.13 s
growing island i=1: -ln(survival) at 0.8 R_c 0.2092 (law 0.2097), at R_c 0.9949
growing island i=2: -ln(survival) at 0.8 R_c 0.1057 (law 0.1074), at R_c 0.9691
neglected: diffusion term raises tau by 0.50 %
neglected: missed encounters lower omega by 10.5 %
neglected: finite occupancy lowers omega by 0.46 %
omega with these three corrections = 0.0958 1/s
neglected: dimer breakup rate 10.25 1/s, estimated loss 2.3 %
neglected: hexagon/disc residence time ratio = 1.0501
neglected: 1 % of edge bonds easier by 0.1 eV: omega x 0.681
neglected: step barrier 0.03 eV higher: omega x 3.19
\end{verbatim}
